# Conductance of a clean finite chain at its band edge

## Problem

A clean chain has \(L\ge 2\) sites, each with site energy zero, joined by nearest-neighbour hopping \(-t\) with \(t>0\). Its first and last sites are coupled to two leads. The electrons do not interact, transport is coherent, and both spins contribute equally. At zero temperature and small bias the conductance is

\[
G=\frac{2e^2}{h}\,\mathcal T(E),\qquad
\mathcal T=\Gamma_L\Gamma_R\,|\mathcal G_{1L}|^2,\qquad
\mathcal G=(E-H-\Sigma)^{-1},
\]

where \(E\) is the Fermi level. The matrix \(\Sigma\) has two nonzero entries, the retarded lead self-energies \(\Sigma_L\) on site 1 and \(\Sigma_R\) on site \(L\), and \(\Gamma=-2\,\mathrm{Im}\,\Sigma\) for each lead. On \(\Sigma,\Gamma,\sigma,\gamma\) the subscripts \(L,R\) mean left and right; elsewhere \(L\) is the number of sites. Set \(\sigma=\Sigma/t\) and \(\gamma=\Gamma/t\).

**(a)** Express \(\mathcal T\) through the product of the one-site transfer matrices, allowing for site energies \(\epsilon_j\) that vary along the chain.

**(b)** Put \(E\) at an edge of the infinite uniform chain's band. Find how \(\mathcal T\) depends on \(L\), and what must be required of the leads. What happens if the leads are identical to the chain?

**(c)** Decide whether a repeated eigenvalue of the transfer matrix is enough to produce this length dependence. Use a chain with alternating site energies \(+m,-m\), at \(E=+m\).

**(d)** How close to the edge must the Fermi level lie, and how low must the temperature be?

**(e)** Evaluate the result for \(t=0.05\) hartree. The leads are semi-infinite chains with site energy zero and hopping of magnitude 0.10 hartree; the contact hoppings are 0.05 (left) and 0.04 hartree (right).

## Solution

### (a) Transmission from transfer matrices

Inside the chain, the wave equation \(E\psi_j=\epsilon_j\psi_j-t\psi_{j+1}-t\psi_{j-1}\) gives

\[
\psi_{j+1}=a_j\psi_j-\psi_{j-1},\qquad a_j=\frac{\epsilon_j-E}{t},
\]

or, in matrix form,

\[
\begin{pmatrix}\psi_{j+1}\\ \psi_j\end{pmatrix}
=A(a_j)\begin{pmatrix}\psi_j\\ \psi_{j-1}\end{pmatrix},\qquad
A(a)=\begin{pmatrix}a&-1\\1&0\end{pmatrix}.
\]

Write \(\mathcal G=-K^{-1}/t\) with \(K=(H+\Sigma-E)/t\). This matrix is tridiagonal. Its off-diagonal entries are \(-1\) and its diagonal entries are \(a_j\), with \(\sigma_L\) added to the first and \(\sigma_R\) to the last.

The element \((K^{-1})_{1L}\) is \((-1)^{L+1}\) times the minor without row \(L\) and column 1, divided by \(\det K\). The minor is the determinant of a triangular matrix with \(L-1\) diagonal entries \(-1\), so it equals \((-1)^{L-1}\). The signs cancel and \((K^{-1})_{1L}=1/\det K\). Therefore

\[
\mathcal T=\frac{\Gamma_L\Gamma_R}{t^2|\det K|^2}=\frac{\gamma_L\gamma_R}{|\Delta|^2},\qquad \Delta=\det K .
\]

Let \(d_j\) be the determinant of the first \(j\) rows and columns of \(K\), with \(d_0=1\). Expansion along the last row gives \(d_j=K_{jj}d_{j-1}-d_{j-2}\) for \(j\ge2\), since the two off-diagonal entries multiply to \(+1\). For \(j<L\) this is the wave recursion with \(\psi_{j+1}=d_j\). It starts from \(\psi_1=1\), and \(\psi_2=d_1=a_1+\sigma_L\) requires \(\psi_0=-\sigma_L\). At the last site,

\[
\Delta=(a_L+\sigma_R)\psi_L-\psi_{L-1}=\psi_{L+1}+\sigma_R\psi_L,
\]

where \(\psi_{L+1}\) is continued with the bare \(a_L\). Hence

\[
\Delta=(1,\ \sigma_R)\,A(a_L)\cdots A(a_1)\begin{pmatrix}1\\-\sigma_L\end{pmatrix}.
\]

The two outer vectors describe the leads; the matrices describe the chain.

### (b) The band edge

For the uniform chain all \(a_j=a=-E/t\). The band is \(E=-2t\cos k\), with edges \(E=-2st\), where \(s=+1\) is the lower and \(s=-1\) the upper edge. There \(a=2s\), and the characteristic polynomial of \(A\) is \(\lambda^2-2s\lambda+1=(\lambda-s)^2\). The eigenvalue \(s\) is double. Split off the identity:

\[
A=s(1+N),\qquad
N=\begin{pmatrix}1&-s\\ s&-1\end{pmatrix}
=\begin{pmatrix}1\\ s\end{pmatrix}(1,\ -s).
\]

Since \((1,-s)(1,s)^T=1-s^2=0\), we have \(N^2=0\), although \(N\ne0\). An eigenvector must satisfy \(Nv=0\), which leaves the single direction \((1,s)^T\). The matrix is thus defective: it is similar to a \(2\times2\) Jordan block. The binomial series for its power stops after two terms,

\[
A^L=s^L(1+N)^L=s^L(1+LN).
\]

Insert this into \(\Delta\), using the product form of \(N\):

\[
\begin{aligned}
s^L\Delta&=(1,\sigma_R)\begin{pmatrix}1\\-\sigma_L\end{pmatrix}
+L\left[(1,\sigma_R)\begin{pmatrix}1\\ s\end{pmatrix}\right]
\left[(1,-s)\begin{pmatrix}1\\-\sigma_L\end{pmatrix}\right]\\
&=1-\sigma_L\sigma_R+L(1+s\sigma_R)(1+s\sigma_L).
\end{aligned}
\]

Within this model the transmission at the edge is therefore

\[
\mathcal T=\frac{\gamma_L\gamma_R}{|L(1+s\sigma_L)(1+s\sigma_R)+1-\sigma_L\sigma_R|^2}.
\]

Suppose both leads conduct at this energy, with finite \(\gamma_L,\gamma_R>0\). Then \(\mathrm{Im}(1+s\sigma)=-s\gamma/2\neq0\) for each lead, so the coefficient of \(L\) cannot vanish. Dividing it out gives

\[
\mathcal T=\frac{C}{|L+b|^2},\qquad
C=\frac{\gamma_L\gamma_R}{|1+s\sigma_L|^2|1+s\sigma_R|^2},\qquad
b=\frac{1-\sigma_L\sigma_R}{(1+s\sigma_L)(1+s\sigma_R)} .
\]

As \(L\to\infty\), \(\mathcal T\to C/L^2\) with \(C>0\). This is the required law. The leading relative correction is \(-2\,\mathrm{Re}\,b/L\).

The wave function shows how the decay arises. At the edge, \(\chi_j=s^j\psi_j\) is a linear function of \(j\). With a wave sent in from the left, the right lead imposes \(\psi_{L+1}=-\sigma_R\psi_L\), so the slope is \(\chi_{L+1}-\chi_L=-(1+s\sigma_R)\chi_L\), and

\[
\chi_j=\chi_L\,[1+(L-j)(1+s\sigma_R)].
\]

The amplitude at the entrance is larger than that at the exit by a factor growing as \(L\). At the left end the incoming wave adds a source to the boundary condition, \(\psi_0+\sigma_L\psi_1=F\), with \(F\) fixed by that wave. As \(L\to\infty\) the linear function changes by a vanishing fraction from one site to the next, so \(\psi_0/\psi_1\to s\) and \(\psi_1\to F/(s+\sigma_L)\), which is finite and nonzero. The exit amplitude therefore falls as \(1/L\) and the transmitted intensity as \(1/L^2\).

**Leads identical to the chain.** The condition on the leads is essential. For a semi-infinite lead with hopping magnitude \(t_\ell\), the Green function \(g\) of its end site satisfies \(g=1/(E-t_\ell^2g)\), because removing that site leaves the same lead. With \(E=-2t_\ell\cos q\) and \(0<q<\pi\), the solution with \(\mathrm{Im}\,g<0\) is \(g=-e^{iq}/t_\ell\). Both sides of the equation for \(1/g\) are then \(-t_\ell e^{-iq}\). A contact hopping of magnitude \(c\) gives

\[
\sigma=\frac{c^2g}{t}=-\frac{c^2}{t\,t_\ell}e^{iq}.
\]

For identical leads and contacts, \(c=t_\ell=t\) and \(q=k\), so \(\sigma=-e^{ik}\) and \(\gamma=2\sin k\). The left boundary vector \((1,e^{ik})^T\) is now an eigenvector of \(A\) with eigenvalue \(2\cos k-e^{ik}=e^{-ik}\). Consequently

\[
\Delta=e^{-ikL}(1-e^{2ik}),\qquad |\Delta|=2\sin k,\qquad
\mathcal T=\frac{(2\sin k)^2}{(2\sin k)^2}=1
\]

at every energy inside the band. At the edge itself \(\gamma\) and \(\Delta\) both vanish, and the quotient is undefined. The Jordan block is still present, but the boundary vectors no longer couple to its growing part. The \(1/L^2\) law needs both the defective matrix and leads that conduct at the edge.

### (c) A repeated eigenvalue is not enough

Let the chain consist of \(n\) two-site cells with site energies \(+m,-m\), where \(m\ge0\). Its cell matrix has trace \(a_1a_2-2\), and a Bloch phase \(\theta\) per cell requires this trace to be \(2\cos\theta\). Since \(a_1a_2=(E^2-m^2)/t^2\),

\[
E^2=m^2+4t^2\cos^2(\theta/2).
\]

For \(m>0\), \(E=+m\) is a band edge next to a gap. For \(m=0\) the gap closes, and \(E=0\) is the middle of the uniform chain's band.

At \(E=m\) we have \(a_1=0\) and \(a_2=-w\), with \(w=2m/t\). The cell matrix and its powers are

\[
B=\begin{pmatrix}-w&-1\\1&0\end{pmatrix}\begin{pmatrix}0&-1\\1&0\end{pmatrix}
=\begin{pmatrix}-1&w\\0&-1\end{pmatrix},\qquad
B^n=(-1)^n\begin{pmatrix}1&-nw\\0&1\end{pmatrix}.
\]

Acting with \(B^n\) on \((1,-\sigma_L)^T\) gives \((-1)^n(1+nw\sigma_L,\,-\sigma_L)^T\), and therefore

\[
\mathcal T=\frac{\gamma_L\gamma_R}{|1-\sigma_L\sigma_R+nw\sigma_L|^2}.
\]

The eigenvalue \(-1\) is double for every \(m\). For \(m>0\) the matrix is defective and \(\mathcal T\) falls as \(1/n^2\). For \(m=0\) it is minus the identity, and \(\mathcal T\) does not depend on \(n\). It is the missing eigenvector, not the coincidence of eigenvalues, that makes the powers grow.

With \(m=0.01\) hartree, \(t=0.05\) hartree and the leads of part (e), \(w=0.4\). The transmission for 5, 50 and 500 cells is 0.263, 0.00625 and \(6.38\times10^{-5}\). With \(m=0\) it is 0.476 for all three lengths.

### (d) Width of the critical window

Take the lower edge and move outside the band by \(\delta>0\), so that \(E=-2t-\delta\) and \(a=2+\delta/t=2\cosh\kappa\). The characteristic equation gives \(A^2=aA-1\). By induction

\[
A^L=u_LA-u_{L-1},\qquad u_n=\frac{\sinh n\kappa}{\sinh\kappa},
\]

because \(u_{n+1}=au_n-u_{n-1}\), \(u_0=0\) and \(u_1=1\). Sandwiching this between the boundary vectors yields

\[
\Delta=u_L(a+\sigma_L+\sigma_R)-u_{L-1}(1-\sigma_L\sigma_R).
\]

The addition formula gives \(u_{L-1}=u_L\cosh\kappa-\cosh\kappa L\). With \(a=2\cosh\kappa\),

\[
\Delta=u_L[\cosh\kappa\,(1+\sigma_L\sigma_R)+\sigma_L+\sigma_R]
+(1-\sigma_L\sigma_R)\cosh\kappa L .
\]

Let \(L\to\infty\) with \(x=\delta L^2/t\) fixed. Then \(\kappa L\to\sqrt x\), \(u_L\simeq L\sinh\sqrt x/\sqrt x\), and the square bracket tends to \((1+\sigma_L)(1+\sigma_R)\). The last term stays finite and is negligible beside the first. The self-energies hardly change over this narrow window, so

\[
\frac{\mathcal T(\delta)}{\mathcal T(0)}\to\frac{x}{\sinh^2\sqrt x}.
\]

Inside the band \(\delta\) and \(x\) are negative, \(\kappa=ik\), and the limit becomes \(|x|/\sin^2\sqrt{|x|}\). This fails close to the zeros of the sine, where the neglected term must be kept. With \(u=\sqrt{|x|}\), \(\mathcal T\simeq C/|L\sin u/u+b\cos u|^2\), whose peaks have the height \(C/(\mathrm{Im}\,b)^2\), independent of \(L\). This height is set by the contacts: it is 0.94 for the leads of part (e) and is much smaller for very unequal contacts. The Fermi level must therefore lie within an energy much smaller than \(t/L^2\) of the edge.

The edge itself is not a resonance. The isolated chain has standing waves \(\sin[\pi j/(L+1)]\), whose energy lies \(2t[1-\cos(\pi/(L+1))]\simeq\pi^2t/L^2\) above the lower edge. For \(L=100\) this is \(4.84\times10^{-5}\) hartree, compared with \(t/L^2=5.0\times10^{-6}\) hartree.

At a fixed distance from the edge the law is lost on both sides:

- **Outside the band,** \(u_L\) grows as \(e^{\kappa L}\), and the leading term of \(\Delta\) is proportional to \((1+e^{-\kappa}\sigma_L)(1+e^{-\kappa}\sigma_R)\), which is nonzero for conducting leads. Hence \(\mathcal T\propto e^{-2\kappa L}\).
- **Inside the band,** \(|u_n|\le1/\sin k\). Thus \(|\Delta|\) is bounded for all \(L\), and \(\mathcal T\) has a positive lower bound independent of \(L\).

For \(|\delta|=0.002\) hartree and the leads of part (e), the computed decay rate outside is 0.399 per site, equal to \(2\kappa\) at this precision. Inside, \(\mathcal T\) ranges from about 0.03 to 0.94, both for \(L=100\)–299 and for \(L=1000\)–1199.

At temperature \(T\), \(\mathcal T\) is averaged with the weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. At fixed \(T\) this weight includes energies inside the band, whose contribution has a positive lower bound independent of \(L\). The average cannot fall as \(1/L^2\) indefinitely. At \(k_BT=0.0025\) hartree (about 790 K) it is 0.101 for \(L=50\), 100 and 200.

The law requires \(k_BT\ll t/L^2\). In this regime the expansion \(x/\sinh^2\sqrt x=1-x/3+x^2/15-\dots\) can be averaged near the edge. The linear term vanishes by symmetry, and \(\langle\delta^2\rangle=\pi^2(k_BT)^2/3\). For \(k_BT=0.05\,t/L^2\) the change relative to the edge value is \(\pi^2(0.05)^2/45\approx0.00055\); the numerical average at \(L=100\) exceeds the edge value by a fraction 0.00057 of that value. The series leaves out the first resonance, at \(|x|\simeq\pi^2\) inside the band. Near \(u=\pi\), \(\mathcal T\simeq C/|v-b|^2\) with \(v=L(\pi-u)/\pi\), so the area of the peak in \(x\) is \(2\pi^3C/(L|\mathrm{Im}\,b|)\). With \(y=k_BTL^2/t\) the thermal weight there is about \(e^{-\pi^2/y}/y\), so the peak adds a fraction \(2\pi^3L\,e^{-\pi^2/y}/(y|\mathrm{Im}\,b|)\) of the edge value \(C/L^2\). This is negligible at \(y=0.05\), but at \(y=1\) it is about 0.34 for \(L=100\) and 3.4 for \(L=1000\). Since it grows with \(L\) at fixed \(y\), very long chains need \(k_BT\) well below \(\pi^2t/(L^2\ln L)\). For \(t=0.05\) hartree and \(L=100\), \(t/L^2\) corresponds to 1.6 K and \(0.05\,t/L^2\) to 0.08 K. A finite bias also averages over energy, so the bias energy must likewise be small compared with \(t/L^2\).

### (e) Numerical example

The lower edge is at \(E=-0.100\) hartree. In the leads \(-0.100=-2(0.10)\cos q\), so \(\cos q=1/2\) and \(q=\pi/3\). Then

\[
\begin{aligned}
\sigma_L&=-\frac{0.05^2}{0.05\times0.10}e^{i\pi/3}=-0.250-0.433i,\\
\sigma_R&=-\frac{0.04^2}{0.05\times0.10}e^{i\pi/3}=-0.160-0.277i.
\end{aligned}
\]

Hence \(\gamma_L=0.866\) and \(\gamma_R=0.554\). The denominators are \(|1+\sigma_L|^2=0.750^2+0.433^2=0.750\) and \(|1+\sigma_R|^2=0.840^2+0.277^2=0.782\), so

\[
C=\frac{0.866\times0.554}{0.750\times0.782}=0.818,\qquad b=1.074+0.932i.
\]

For \(L=100\),

\[
\mathcal T=\frac{0.818}{101.074^2+0.932^2}=8.01\times10^{-5}.
\]

Multiplication by \(2e^2/h=77.48\) microsiemens gives \(G=6.20\times10^{-3}\) microsiemens, or 6.20 nanosiemens.

An independent calculation matches incoming, reflected and transmitted waves directly to the semi-infinite leads:

| \(L\) | \(\mathcal T\) | \(L^2\mathcal T\) |
|---:|---:|---:|
| 10 | \(6.62\times10^{-3}\) | 0.662 |
| 100 | \(8.01\times10^{-5}\) | 0.801 |
| 1000 | \(8.16\times10^{-7}\) | 0.816 |
| 2000 | \(2.04\times10^{-7}\) | 0.817 |

The edge formula was tested against this calculation at both edges for lengths from 10 to 2000, and agreed within a relative difference of \(10^{-6}\). The approach of \(L^2\mathcal T\) to \(C\) from below follows from \(\mathrm{Re}\,b>0\). Between \(L=1000\) and 2000 the local exponent is \(-1.998\); the small departure from \(-2\) is the finite-length effect of \(b\). Further values are in the numerical output.

## Computed results

```
chain hopping t = 0.050 hartree, lead hopping = 0.100 hartree
contact hoppings = 0.050, 0.040 hartree
lower band edge E = -0.100 hartree
sigma_L = -0.25000-0.43301j, sigma_R = -0.16000-0.27713j (units of t)
gamma_L = 0.86603, gamma_R = 0.55426 (units of t)
limit C of L^2 T = 0.81800, offset b = 1.07362+0.93155j (no unit)
conductance quantum 2e^2/h = 77.4809 microsiemens
lower edge, wave matching: L, T, L^2 T, G in microsiemens
     10 6.62383e-03 0.66238 5.13221e-01
     30 8.46403e-04 0.76176 6.55801e-02
    100 8.00642e-05 0.80064 6.20345e-03
    300 9.02405e-06 0.81216 6.99192e-04
   1000 8.16242e-07 0.81624 6.32431e-05
   2000 2.04280e-07 0.81712 1.58278e-05
upper edge, L = 100: T = 8.00642e-05
local exponent between L = 1000 and 2000: -1.99845
matched leads, wave number 0.02 per site: L, T
    100 1.000000
   1000 1.000000
alternating chain, m = 0.01 hartree, then m = 0: cells, T(m), T(0)
     5 2.62932e-01 0.47562
    50 6.24755e-03 0.47562
   500 6.37779e-05 0.47562
exponent for m > 0 between 50 and 500 cells: -1.9910
T/T(edge), L = 1000, t/L^2 outside: 0.7236; limit 0.7241
T/T(edge), L = 1000, t/L^2 inside: 1.4134; limit 1.4123
fixed distance from edge = 0.0020 hartree
outside: T(100) = 3.8772e-19, T(200) = 1.7602e-36
outside: decay rate = 0.39934 per site, 2 kappa = 0.39934 per site
inside: T from 0.0315 to 0.9386 for L = 100 to 299
inside: T from 0.0315 to 0.9429 for L = 1000 to 1199
thermal average of T at kT = 0.0025 hartree:
  L =  50: 0.10096
  L = 100: 0.10096
  L = 200: 0.10096
L = 100, kT = 2.50e-07 hartree: average/T(edge) = 1.00057
L = 100: lowest level above edge = 4.8372e-05 hartree, t/L^2 = 5.0e-06 hartree
```
